How a photodecomposable quencher steepens the net-acid image, and when

Let x be the distance from the centre of a bright line in a resist film, and let E(x) be the local exposure dose, which falls as x increases towards the dark space. Before exposure the film holds a photoacid generator at concentration P₀ and a basic quencher at concentration Q₀, both uniform. The acid made by the light is A, and the base that survives the light is B. Both are counted before they react with each other. Concentrations are in nm⁻³, doses in mJ/cm², and the photolysis rate constants Cp (generator) and Cq (quencher) in cm²/mJ; their ratio is r = Cq/Cp. The printed edge is taken to lie where the net acid H equals a threshold h > 0. A quencher is called uniform if light leaves it unchanged, so that Cq = 0. The product of quencher photolysis is assumed not to bind strong acid.

Each molecule is photolysed independently, so the generator concentration P obeys dP/dE = −Cp P, and likewise for the quencher. Integrating from E = 0,

A = P₀[1 − exp(−Cp E)],  B = Q₀ exp(−Cq E).

The derivatives with respect to dose have opposite signs:

dA/dE = Cp P₀ exp(−Cp E) = Cp(P₀ − A) > 0,
dB/dE = −Cq B < 0.

Suppose first that nothing diffuses and that neutralization takes place in the bake after exposure. Acid and base then disappear in pairs at rate kab, where a(t) and b(t) are their concentrations during the bake:

da/dt = db/dt = −kab.

Subtracting the two equations shows that a − b keeps its initial value A − B. Moreover,

d ln(b/a)/dt = −ka + kb = −k(A − B),

so that b/a = (B/A) exp[−k(A − B)t]. Where A > B, the base vanishes at long times and the acid left is

H = A − B = P₀[1 − exp(−Cp E)] − Q₀ exp(−Cq E).

Where A < B, no acid is left. Close to the place where A = B the exponent is small and neutralization is slow, so the formula needs k(A − B)t ≫ 1 at the edge.

The chain rule gives the slope of the image:

dH/dx = (dA/dE − dB/dE) dE/dx = [Cp(P₀ − A) + Cq B] dE/dx.

Acid falls towards the dark side while surviving base rises. Subtracting a rising quantity from a falling one adds the magnitudes of their slopes:

|dH/dx| = |dA/dx| + |dB/dx|.

For a comparison with uniform neutralization, hold fixed the dose, the edge position and the base concentration at the edge. The uniform quencher must then be loaded at the value B that the photodecomposable one has left at the edge, which is less than Q₀. Its slope is Cp(P₀ − A)|dE/dx|, and the ratio of the two slopes is

g = 1 + Cq B/[Cp(P₀ − A)].

This exceeds one whenever Cq and B are positive. Inserting the exponentials gives a second form,

g = 1 + r(Q₀/P₀) exp[(Cp − Cq)E].

In weak exposure g tends to 1 + rQ₀/P₀. At high dose it returns to one if r > 1, because the quencher is used up before the generator. If r < 1 it grows with dose, but both slopes fade at high dose as generator and quencher run out, so a large ratio need not mean a steep image.

Take a dense line pattern of pitch p = 90 nm with

E(x) = D[1 + 0.8 cos(2πx/p)],

and choose the mean dose D so that the edge lies at x = p/4 = 22.5 nm. There the cosine vanishes, E = D, and the relative slope of the dose is

|d ln E/dx| = 2π × 0.8/(90 nm) = 0.05585 nm⁻¹.

With P₀ = 0.10, Q₀ = 0.03 and h = 0.01 nm⁻³, Cp = 0.05 and Cq = 0.04 cm²/mJ, the condition H = h gives an edge dose of 7.722 mJ/cm², where A = 0.03203 and B = 0.02203 nm⁻³. Therefore

g = 1 + (0.04 × 0.02203)/(0.05 × 0.06797) = 1.259.

Integrating the neutralization kinetics at two points on either side of the edge gives slopes of 0.001846 nm⁻⁴ for the photodecomposable quencher and 0.001466 nm⁻⁴ for the matched uniform one, which have the same ratio. The role of the sign can be seen with a base that is created by light, B = B₁[1 − exp(−Cq E)], with B₁ chosen to give the same base at the edge. Its gradient is parallel to that of the acid, and the slope drops to 0.000416 nm⁻⁴. Part of this drop comes from size, because the gradient is 2.8 times as large as that of the photodecomposable quencher. A parallel gradient of equal size would give 0.001466 − 0.000380 = 0.001086 nm⁻⁴, still below the value for the uniform base. A non-uniform base is therefore not enough; its gradient must oppose that of the acid.

A different question arises when two resists have the same loading Q₀ and each is given the dose that puts its edge at the same place. The uniform quencher then needs more light. Since dE/dx = E d ln E/dx, write

|dH/dx| = G |d ln E/dx|,  G = E dH/dE at H = h.

The optical factor does not change when the whole image is multiplied by a constant, so the comparison rests on G. Expand H for weak exposure:

H = −Q₀ + αE − βE² + …,
α = Cp P₀ + Cq Q₀,  β = (Cp² P₀ + Cq² Q₀)/2.

With S = Q₀ + h, the edge condition is S = αE − βE², and

G = αE − 2βE² = S − βE² ≈ S − (β/α²)S²,

where E ≈ S/α was used in the small term. To first order G = Q₀ + h for both quenchers. The photodecomposable one has the larger dH/dE, but it reaches threshold at a dose smaller by the same factor, and the gain cancels. The difference comes from the curvature. Since β/α² equals (P₀ + r²Q₀)/[2(P₀ + rQ₀)²], and 1/(2P₀) for the uniform quencher,

G_pdq − G_uni ≈ (S²/2){1/P₀ − (P₀ + r²Q₀)/(P₀ + rQ₀)²}
= (S²Q₀/2)(2rP₀ + r²Q₀ − r²P₀)/[P₀(P₀ + rQ₀)²].

Weak exposure at the edge requires Q₀ and h to be small compared with P₀. At fixed r the leading term is then

G_pdq − G_uni ≈ (Q₀ + h)² Q₀ r(2 − r)/(2P₀²).

The cubic terms of the two expansions differ by an amount of order S³Q₀/P₀³, because the two cases coincide at Q₀ = 0, so they are smaller by a factor of order S/P₀. In this regime the photodecomposable quencher wins for r < 2 and loses for r > 2. Numerical solutions with Q₀ = h = 10⁻⁴P₀ and r = 0.8, 1.5 and 3 agree with this law to within 1 per cent of the difference.

For equal rate constants, r = 1, the comparison can be settled without expansion. Put u = exp(−Cp E). For the photodecomposable quencher H = P₀ − (P₀ + Q₀)u, so the edge lies at u = (P₀ − h)/(P₀ + Q₀), and G = Cp E(P₀ + Q₀)u with Cp E = −ln u. For the uniform quencher P₀u = P₀ − Q₀ − h and G = Cp E P₀u. Hence

G_pdq = (P₀ − h) ln[(P₀ + Q₀)/(P₀ − h)],
G_uni = (P₀ − Q₀ − h) ln[P₀/(P₀ − Q₀ − h)].

They are equal at Q₀ = 0. Differentiating with respect to Q₀ at fixed h, and using ln y ≤ y − 1,

dG_pdq/dQ₀ = (P₀ − h)/(P₀ + Q₀),
dG_uni/dQ₀ = 1 + ln[(P₀ − Q₀ − h)/P₀] ≤ (P₀ − Q₀ − h)/P₀.

The first derivative minus the bound on the second is

[(P₀ − h)P₀ − (P₀ − Q₀ − h)(P₀ + Q₀)]/[P₀(P₀ + Q₀)] = Q₀(Q₀ + h)/[P₀(P₀ + Q₀)],

which is positive. Thus G_pdq > G_uni for every Q₀ > 0 at which the uniform resist can print, that is, for Q₀ + h < P₀.

In the example r = 0.8 and the uniform resist at Q₀ = 0.03 nm⁻³ needs 10.217 mJ/cm². The values are G_pdq = 0.03305 and G_uni = 0.03065 nm⁻³, a gain of 7.8 per cent, compared with 26 per cent at matched edge base. Both lie well below the linear value of 0.04 nm⁻³, so exposure here is not weak. With the other parameters held fixed, the advantage ends at r = 3.47 instead of 2. At r = 5, G_pdq is only 0.02875 nm⁻³. The limit of large r shows why a very fast quencher fails at this loading: its base is gone before the edge dose is reached, and G tends to (P₀ − h) ln[P₀/(P₀ − h)], the value for a resist with no quencher, which is close to h when h ≪ P₀. The approach is slow: at r = 5 a third of the base still survives at the edge, and at r = 50 G is still 9 per cent above the limit of 0.0095 nm⁻³.

So far neutralization has waited for the bake. If it already runs during exposure, the chemical form of the quencher matters. Consider an onium salt whose anion is a weak base, and assume that its cation is photolysed at the same rate whichever anion accompanies it. Each photolysed cation, from generator or quencher, releases one proton. The weak anions bind the first Q₀ protons, and the rest appear as strong acid:

H = P₀[1 − exp(−Cp E)] + Q₀[1 − exp(−Cq E)] − Q₀.

This is the earlier H, whatever the order of events. Integrating the kinetics with fast neutralization during exposure gives 0.01000 nm⁻³ at 7.722 mJ/cm², as it should.

A molecular quencher that is spent once it has been neutralized behaves differently. If its reaction is fast on the scale of the exposure, no base remains at an edge with h > 0, and from there the acid grows by generator photolysis alone:

dH/dE = Cp P₀ exp(−Cp E).

The base gradient no longer contributes. Some base was destroyed by light on the way, so the edge dose, 9.12 mJ/cm², is below that of the uniform quencher. Both cases now have G = P₀ Cp E exp(−Cp E), which increases with E as long as Cp E < 1. The lower dose therefore gives the smaller G, 0.02890 against 0.03065 nm⁻³. For such a quencher, as long as Cp E < 1 at both edge doses, an advantage at equal loading is possible only if neutralization is held back during exposure.

A steeper net-acid image does not improve every tolerance. Without diffusion, the edge is the place where E(x) equals a fixed edge dose. If the dose is raised by 5 per cent, the new edge is where the original image has fallen to 1/1.05 of its edge value. That place is set by the optics alone, and the edge moves outward by 0.853 nm for both quenchers at equal loading. A change δh of the threshold, by contrast, moves the edge by about δh/|dH/dx|. Raising h by 10 per cent moves it inward by 0.545 nm with the photodecomposable quencher and by 0.589 nm with the uniform one.

Random placement of molecules acts like a local shift of H. If molecules are placed and photolysed independently, the numbers of acid and base molecules in a volume v are independent Poisson variables. Their variances add even though the concentrations are subtracted, so the standard deviations of H and of the edge position are

σ_H = √[(A + B)/v],  σ_x ≈ σ_H/|dH/dx|.

For a column 10 nm × 10 nm in area through an 80 nm film, v = 8000 nm³. At equal loading σ_H is 0.00260 nm⁻³ with the photodecomposable quencher and 0.00296 nm⁻³ with the uniform one, giving σ_x = 1.41 and 1.73 nm before diffusion. The larger part of this improvement comes from having fewer molecules in the difference, the smaller part from the slope. In the matched comparison A + B is the same, and the whole benefit comes from the slope.

Diffusion in the bake changes the image. If acid and base have the same diffusivity 𝒟, subtracting their equations removes the reaction term:

∂(a − b)/∂t = 𝒟 ∂²(a − b)/∂x².

The difference is blurred linearly, whatever the value of k. For an rms diffusion length of 8 nm and kt = 4000 nm³, the slope with the photodecomposable quencher falls from 0.00185 to 0.00157 nm⁻⁴, but the matched gain hardly changes, from 1.26 to 1.25. If the base cannot move, the slope falls to 0.001273 nm⁻⁴ and the matched gain to 1.18; at equal loading the gain is 1.07. These slopes are taken where each final acid profile crosses h, with the doses left unchanged, so the compared edges lie at slightly different places. If each dose is re-sized to put the baked edge at 22.5 nm, the fixed-base gains become 1.05 at equal loading and 1.16 against the uniform base loaded at 0.02203 nm⁻³. The edge of the photodecomposable case moves inward to 21.93 nm with mobile base and outward to 23.04 nm with fixed base. The inward shift follows from the sign of d²H/dE², which is negative: at x = p/4 the image has no curvature of its own, so d²H/dx² = (d²H/dE²)(dE/dx)² < 0, and to leading order blurring lowers the difference there.

The value kt = 4000 nm³ stands for very fast neutralization. If the reaction is limited by diffusion, k ≈ 4πR(𝒟a + 𝒟b), where R is the capture radius and 𝒟a and 𝒟b are the diffusivities of acid and base. An rms diffusion length of 8 nm means 2𝒟t = 64 nm², so this kt needs R ≈ 5 nm when both species move and R ≈ 10 nm when the base is fixed. Both exceed molecular contact. With R = 1 nm neutralization is slower (kt ≈ 800 nm³ with mobile base, 400 nm³ with fixed base), and the matched gains lie closer together, at 1.23 and 1.20.

The parameters are rough values for a resist of the 193 nm immersion type, and the 7.7 mJ/cm² is the mean dose in the pattern, not the dose in an open area. The photolysis rates are high. Even if every photon absorbed by the generator and quencher caused photolysis, the chosen rates would need an absorption coefficient of 0.638 µm⁻¹, about 43 per cent of the assumed total of 1.50 µm⁻¹, although the polymer absorbs as well. Absorption also lowers the dose at the bottom of the film by 11.3 per cent and moves the edge there inward by 2.29 nm. By the fixed-dose argument above, this shift is the same for both quenchers before diffusion. In a real resist acid and base need not diffuse alike; in this model, at kt = 4000 nm³, going from equal mobility to a fixed base lowers the matched gain from 1.25 to 1.18. Deprotection and development are left out, so these figures describe the acid image and not the measured roughness of a line. The numerical output below lists the values for each case.

Values computed for the example and the checks

```
Generator P0, quencher Q0, threshold h: 0.1, 0.03, 0.01 nm^-3
Rate constants Cp, Cq: 0.05, 0.04 cm2/mJ; r = 0.80
Pitch 90 nm, contrast 0.8, edge at 22.5 nm
Optical log-slope at edge: 0.05585 1/nm
-- same dose, edge and edge base --
Edge dose with PDQ: 7.722 mJ/cm2
Acid A at edge: 0.03203 nm^-3
Surviving base B at edge: 0.02203 nm^-3
Slope of H, PDQ: 0.001846 nm^-4
Slope of H, matched uniform: 0.001466 nm^-4
Slope of H, light-generated base: 0.000416 nm^-4
Gain g from formula: 1.2593
Gain from kinetics: 1.2593
-- same loading, dose re-sized --
Edge dose, uniform quencher: 10.217 mJ/cm2
Acid at edge, uniform quencher: 0.04000 nm^-3
G, PDQ: 0.03305 nm^-3
G, uniform: 0.03065 nm^-3
G, linear limit Q0+h: 0.04000 nm^-3
Slope of H, uniform: 0.001712 nm^-4
Slope ratio PDQ/uniform: 1.0782
Advantage ends at r = 3.472
G for r = 5: 0.02875 nm^-3
-- neutralization during exposure --
Onium quencher, H at PDQ edge dose: 0.010000 nm^-3
Molecular quencher, edge dose: 9.116 mJ/cm2
Molecular quencher, G: 0.02890 nm^-3
-- edge shifts: PDQ, equal-load uniform --
Dose +5%: 0.853, 0.853 nm
Threshold +10%: 0.545, 0.589 nm (inward)
Counting volume: 8000 nm^3
Noise of H: 0.00260, 0.00296 nm^-3
Edge noise: 1.41, 1.73 nm
-- after bake, rms diffusion length 8 nm --
Rate constant times bake time: 4000 nm^3
PDQ, mobile base: edge 21.93 nm, slope 0.001569 nm^-4
PDQ, fixed base: edge 23.04 nm, slope 0.001273 nm^-4
matched uniform, mobile base: edge 21.90 nm, slope 0.001251 nm^-4
matched uniform, fixed base: edge 22.66 nm, slope 0.001081 nm^-4
equal-load uniform, mobile base: edge 21.71 nm, slope 0.001456 nm^-4
equal-load uniform, fixed base: edge 22.77 nm, slope 0.001194 nm^-4
Slope ratios, mobile base: matched 1.254, equal-load 1.077
Slope ratios, fixed base: matched 1.178, equal-load 1.066
-- absorption --
Film 80 nm, absorption 1.50 1/um
Photolysis needs at least 0.638 1/um
Dose loss at film bottom: 11.3 %
Edge shift at film bottom: 2.29 nm (inward)
```
